# Six-jump vacancy cycles and temporary antisites in a B2 crystal

## Problem

A B2 crystal AB has A atoms on a simple cubic sublattice α and B atoms on the body centres β. Each site has eight nearest neighbours, all on the other sublattice. The crystal is perfect except for one vacancy on α, which moves by exchanging places with a nearest-neighbour atom. An antisite is an atom on the other species' sublattice; the vacancy itself is not counted.

1. What is the smallest number of exchanges that takes the vacancy to a new site and leaves every atom on its own sublattice? Find all such routes.
2. Which exchanges create antisites, and which remove them? Is long-range order lost meanwhile?
3. With nearest-neighbour bond energies, find the energy levels and the highest saddle of a cycle.
4. Find the cycle rate and the tracer diffusion coefficients for lattice parameter \(a=0.29\) nm, \(T=1300\) K, and one vacancy per thousand α sites. Each wrong bond costs 0.10 eV, a jump between equal levels has barrier \(Q=0.80\) eV, and the attempt frequency is \(\nu=10\) THz.

## Hints

**Hint 1.** Call the successive vacancy sites \(s_0,s_1,s_2,\dots\) Exchange \(k\) moves an atom from \(s_k\) to \(s_{k-1}\). If that atom jumps again later, where must the vacancy be just before?

**Hint 2.** An atom that has jumped an odd number of times is on the wrong sublattice.

**Hint 3.** The number of missing bonds is the same in every state, so count the AA and BB bonds.

**Hint 4.** In a steady state, the same net flux crosses every link of an unbranched chain. For the diffusion coefficients, ask what the vacancy can do to an atom it has just moved.

## Solution

### 1. The shortest routes

Every exchange carries one atom to the other sublattice. Order is restored when each atom has jumped an even number of times, so the total number of exchanges is even.

Let an atom move in exchange \(j\) and next in exchange \(k\). After exchange \(j\) it sits on \(s_{j-1}\), and exchange \(k\) takes it from \(s_k\). Hence

\[
s_k=s_{j-1}.
\]

The vacancy changes sublattice at each exchange, so \(k\) and \(j-1\) have equal parity and \(k-j\) is odd. The value \(k-j=1\) is an immediate reversal, which undoes the previous exchange. Cancel all such reversals, repeatedly if necessary. In what is left, two successive jumps of one atom are at least three exchanges apart.

- Two exchanges would have to be a pair with separation 1, which is excluded.
- With four exchanges, number 1 can pair with number 4, but 2 and 3 are then left with separation 1.
- With six exchanges, no atom can jump four times, since that needs at least ten exchanges. The jumps therefore form pairs. Number 3 can pair with 6, and number 4 with 1; this leaves 2 with 5.

Six is therefore the minimum, and the moving atoms follow the pattern \(abc\,abc\). The relation \(s_k=s_{j-1}\) for the three pairs gives

\[
s_4=s_0,\qquad s_5=s_1,\qquad s_6=s_2 .
\]

The site \(s_3\) must thus be a neighbour of \(s_0\). The four sites \(s_0,s_1,s_2,s_3\) form a closed ring, and the vacancy runs round it one and a half times. The sites are distinct because reversals were excluded.

To count the routes, choose the final α site \(s_2\). If it shares \(m\) β neighbours with \(s_0\), then \(s_1\) and \(s_3\) can be chosen in \(m(m-1)\) ways. The six sites at \(\langle100\rangle a\) have \(m=4\), the twelve at \(\langle110\rangle a\) have \(m=2\), and the eight at \(\langle111\rangle a\) have \(m=1\), which gives no ring. Thus

\[
6\times4\times3+12\times2\times1=72+24=96 .
\]

For a [100] shift the four common neighbours form a square of side \(a\). If \(s_1\) and \(s_3\) are adjacent corners, the ring is bent (48 routes). If they are opposite corners, it is flat (24 routes). The 24 routes with a [110] shift are also flat.

An enumeration of all \(8^6=262\,144\) six-exchange walks, with labelled atoms and reversals allowed, confirms this. It finds 96 that restore order with a displaced vacancy, and 2192 that retrace themselves completely. No shorter walk restores order with the vacancy displaced.

### 2. The temporary antisites

In \(abc\,abc\) the first three exchanges are first jumps of three different atoms, and each creates an antisite. The last three are the second jumps of the same atoms, and each removes one. Here is one flat [110] cycle, with sites in units of \(a/2\), so that α sites have even and β sites odd coordinates:

| Exchange | Atom and jump | Effect | Antisites after |
|---|---|---|---|
| 1 | B: (1,1,1) → (0,0,0) | creates | 1 |
| 2 | A: (2,2,0) → (1,1,1) | creates | 2 |
| 3 | B: (1,1,−1) → (2,2,0) | creates | 3 |
| 4 | B: (0,0,0) → (1,1,−1) | removes | 2 |
| 5 | A: (1,1,1) → (0,0,0) | removes | 1 |
| 6 | B: (2,2,0) → (1,1,1) | removes | 0 |

The net result is that the A atom has gone from \(s_2\) to \(s_0\), the two B atoms have changed places, and the vacancy is on \(s_2\). The sublattices are perfectly occupied again, but the atoms have been transported.

Long-range order is not lost during the cycle. Define the order parameter as the number of correctly placed atoms minus the number of misplaced ones, divided by the number of atoms. With three antisites among 1999 atoms it is

\[
1-\frac{2\times3}{1999}=0.9970,
\]

and the deviation from 1 vanishes as the crystal grows. What the cycle disturbs and then restores is the local occupation.

### 3. Energy levels

Let \(\phi_{AA},\phi_{BB},\phi_{AB}\) be the nearest-neighbour bond energies, and define

\[
x=\phi_{BB}-\phi_{AB}>0,\qquad y=\phi_{AA}-\phi_{AB}>0 .
\]

The vacancy removes eight bonds wherever it is, so the total number of bonds is constant. Each BB or AA bond replaces an AB bond, and relative to the start \(E=x\,n_{BB}+y\,n_{AA}\).

- After exchange 1, B on \(s_0\) has the vacancy and seven B atoms as neighbours: \(E_1=7x\).
- After exchange 2, B on \(s_0\) touches the A atom on \(s_1\) and seven B atoms. The A atom on \(s_1\) touches that B atom, the vacancy on \(s_2\) and six A atoms: \(E_2=7x+6y\).
- After exchange 3, the B atoms on \(s_0\) and \(s_2\) each touch the A atom on \(s_1\), the vacancy on \(s_3\) and six B atoms. The A atom on \(s_1\) touches these two B atoms and six A atoms: \(E_3=12x+6y\).
- After exchange 4, B on \(s_2\) touches the A atom on \(s_1\) and seven B atoms, including the one returned to \(s_3\). The A atom on \(s_1\) touches the vacancy, one B atom and six A atoms: \(E_4=7x+6y\).
- After exchange 5, B on \(s_2\) touches the vacancy and seven B atoms: \(E_5=7x\). After exchange 6, \(E_6=0\).

Assume that the saddle of a jump lies \(Q\) above the mean of its end levels:

\[
S_i=\tfrac12(E_{i-1}+E_i)+Q .
\]

Then

\[
S_1=Q+\tfrac72x,\qquad S_2=Q+7x+3y,\qquad S_3=Q+\tfrac{19x+12y}{2},
\]

and \(S_4=S_3\), \(S_5=S_2\), \(S_6=S_1\). The highest saddles belong to the exchange that creates the third antisite and the one that removes the first. For \(x=y=0.10\) eV the levels after exchanges 1 to 6 are 0.70, 1.30, 1.80, 1.30, 0.70 and 0 eV. The top saddle is

\[
S_3=0.80+\tfrac12(1.90+1.20)=2.35\ \text{eV}.
\]

No longer route can avoid this height within the model. After reversals are cancelled, any route that is not fully retraced still begins with three first jumps. If \(s_3\) is not a neighbour of \(s_0\), the B atom on \(s_0\) keeps seven BB bonds instead of six. The third level is then \(13x+6y\), and the third saddle rises by \(x/2\), here to 2.40 eV. The ring is favoured because its vacancy touches both misplaced B atoms.

### 4. Rate of the cycles

Let \(p_i\) be the population of state \(i\), with \(p_0=1\) and the final state emptied, \(p_6=0\). The forward rate across link \(i\) is \(\nu e^{-(S_i-E_{i-1})/kT}\), and the backward rate is \(\nu e^{-(S_i-E_i)/kT}\). With \(\psi_i=p_ie^{E_i/kT}\), the net flux is

\[
K=\nu e^{-S_i/kT}(\psi_{i-1}-\psi_i).
\]

Multiply by \(e^{S_i/kT}/\nu\) and sum over the six links. The differences telescope to \(\psi_0-\psi_6=1\), so

\[
K=\frac{\nu}{\sum_{i=1}^{6}e^{S_i/kT}} .
\]

Side branches that lead nowhere do not change this result: in a steady state as much returns from a dead end as enters it. The rate equations for one ring, with the side exits of its inner states attached as dead ends, agree with the formula: \(K=3.85\times10^3\) s⁻¹.

At \(kT=0.1120\) eV the second saddle contributes \(r=e^{-(2.35-1.80)/kT}=0.0074\) relative to the third, so the two top saddles control the rate.

The 96 routes are not quite independent. Three [100] routes share the same \(s_0,s_1,s_2\) and differ in \(s_3\), so their common second link carries three times the flux. By symmetry the same holds for the fifth link. Their flux is reduced by \((1+r)/(1+3r)\approx0.985\), while a [110] route shares its second link with no other. The sharing of the first link is negligible, since \(e^{-(2.35-1.15)/kT}\approx2\times10^{-5}\). The average factor is

\[
\tfrac14\times1+\tfrac34\times0.985=0.989,
\]

which is what the rate equations of the whole 96-route network give. The total rate is

\[
\Gamma=96\times3.85\times10^3\times0.989\approx3.66\times10^5\ \text{s}^{-1}
\]

per vacancy. When \(kT\) is small compared with \(S_3-S_2\), \(\Gamma\to48\,\nu e^{-S_3/kT}\).

This is the rate of the six-exchange routes alone. Longer routes that make a fourth antisite must climb at least 0.45 eV higher, a factor of at most 0.018 for each such link. There are many of these links. Some other long routes make no fourth antisite. With eight exchanges they return the vacancy to its starting site with B atoms interchanged, and with ten they end on a new site. These are rare, because the vacancy must cross the top saddles again instead of leaving over a lower one. The summed contribution of all longer routes was not computed. The vacancy also spends some time in the states reached by the first and second exchanges, whose total weight is 1.6% of that of the ordered state. This alone lowers the rate per vacancy by about the same fraction. States in which the vacancy has moved away from an antisite are not included.

### 5. Displacements and correlations

Add the squared displacements of all atoms of one species in a cycle:

- flat [110]: A gives \(2a^2\); two B atoms moving by \(a\) give \(2a^2\);
- bent [100]: A gives \(a^2\); B gives \(2a^2\);
- flat [100]: A gives \(a^2\); two B atoms moving by \(\sqrt2a\) give \(4a^2\).

With equal weights for the 96 routes, the means are

\[
R^2_{A,0}=\frac{24\cdot2+48+24}{96}a^2=\tfrac54a^2,\qquad
R^2_{B,0}=\frac{24\cdot2+48\cdot2+24\cdot4}{96}a^2=\tfrac52a^2 .
\]

Successive displacements of one atom are correlated, because after a cycle the vacancy sits where it can undo the move. Let \(\mathbf r\) be the vacancy position relative to a chosen tracer atom. A cycle of probability \(p=1/96\) moves the tracer by \(\mathbf d\), often zero, and changes \(\mathbf r\) to \(\mathbf r'\). Let \(\mathbf g(\mathbf r)=\sum p\,\mathbf d\) be the mean next displacement and \(P\) the transition matrix of \(\mathbf r\). The expected total future displacement is \(\mathbf u=\mathbf g+P\mathbf g+P^2\mathbf g+\dots\), so

\[
\mathbf u=\mathbf g+P\mathbf u .
\]

Each route has a reverse of equal weight, so all \(\mathbf r\) are equally likely in the long run. In the mean square of a sum of displacements each pair appears twice. Summing over all atoms of the species, which amounts to summing over all \(\mathbf r\), gives

\[
R^2=\sum_{\mathbf r}\sum_{\text{routes}}p\left[d^2+2\,\mathbf d\cdot\mathbf u(\mathbf r')\right],\qquad f=\frac{R^2}{R^2_0}.
\]

The first memory term for A can be found by hand. A given [100] vacancy shift has probability \(12/96=1/8\), and a given [110] shift \(2/96=1/48\). After an A atom has moved, the next cycle can move it only straight back, with the same probability. The term is

\[
-2a^2\left[6\left(\tfrac18\right)^2+12\cdot2\left(\tfrac1{48}\right)^2\right]=-0.208\,a^2,
\]

so \(f_A\approx1-0.208/1.25=0.83\). Later returns lower it further. Solving for \(\mathbf u\) in periodic boxes of 6, 9 and 12 cells on edge, and removing a term proportional to 1/volume, gives

\[
f_A=0.787,\quad R_A^2=0.983a^2;\qquad f_B=0.790,\quad R_B^2=1.975a^2 .
\]

Extrapolating from the smaller or the larger pair of boxes changes \(f\) by no more than about \(5\times10^{-5}\). The equal weights matter more: weighting the routes by their network fluxes gives \(R_A^2=0.987a^2\) and \(R_B^2=1.974a^2\), a shift of 0.3% in \(D_A\). As a test, labelled atoms were simulated in a box of 4 cells on edge. They gave 1.008 and \(1.988\,a^2\), against 1.007 and \(1.987\,a^2\) from the equation for the same box.

With \(c\) vacancies per α site, each A atom gains a mean square displacement \(c\Gamma R_A^2\) per unit time, and similarly for B. In three dimensions \(D=c\Gamma R^2/6\), so

\[
D_A=\frac{10^{-3}\times3.655\times10^5\times0.983\times(2.9\times10^{-8})^2}{6}
=5.0\times10^{-14}\ \text{cm}^2/\text{s},
\]

or \(5.0\times10^{-18}\) m²/s, and \(D_B=1.0\times10^{-13}\) cm²/s. The ratio is 2.0. These values count the six-exchange cycles only. Longer routes can also interchange atoms of one species and return the vacancy to its starting site, so they change both coefficients and their ratio by an amount not computed here. The two species have similar diffusivities because every six-exchange cycle moves both.

### 6. Beside a real aluminide coating

The lattice parameter and temperature are roughly those of B2 nickel aluminide in a hot coating, with nickel as A. The energies are round model values without lattice relaxation, so the diffusion coefficients are not predictions for that compound.

The model does stay ordered at 1300 K. In mean field, with order parameter \(\eta\), the bond energy per site is \((x+y)(1-\eta^2)\) and the entropy for small \(\eta\) is \(k(\ln2-\eta^2/2)\). In this approximation order disappears at \(kT_c=2(x+y)\), or about 4600 K. The fluctuations it neglects lower this value by about a fifth, which is still far above 1300 K. A distant antisite pair costs \(8(x+y)=1.60\) eV, so the equilibrium antisite fraction at stoichiometry is \(e^{-1.60/(2kT)}\approx8\times10^{-4}\). Even so few antisites matter over many cycles. An A antisite beside the α vacancy can jump into it, which lowers the energy by \(7y\) and leaves the vacancy on β. At equilibrium, with exact stoichiometry and \(x=y\), symmetry puts half of the vacancies on each sublattice. The crystal of the problem, with vacancies on α only, is slightly rich in B. There an α vacancy can also become a β vacancy and a distant B antisite at a cost of \(8x=0.80\) eV, and dilute mass action puts about 43% of the vacancies on β. The diffusion coefficients above, and their ratio of 2, therefore describe vacancies that stay on α in an otherwise perfect crystal, not this equilibrium mixture.

Real coatings depart from several assumptions:

- **Composition.** Excess nickel goes onto aluminium sites. At 51 at.% A, 2% of β sites hold an A atom. If these were placed at random, the chance that an α vacancy has at least one beside it would be \(1-0.98^8=0.15\). Such an antisite can jump into the vacancy, which is then left on β. Exchanging an α vacancy and a distant A antisite for a β vacancy lowers the energy by \(8y=0.80\) eV. If the attraction between an α vacancy and adjacent A antisites is neglected, the equilibrium ratio of β to α vacancies is therefore \(0.02\,e^{0.80/kT}\approx25\). Only a few per cent of the vacancies stay on α, so the diffusion coefficients above do not describe this composition, even within the model. On the aluminium-rich side, nickel vacancies can far exceed the 0.1% used here. \(D\) is proportional to their number only while they are dilute and meet no antisites.
- **Unequal bond costs.** With \(x=0.06\) and \(y=0.14\) eV, at the same sum, the top saddle falls to 2.21 eV and the flux out of the ordered state rises by a factor of about 3.5. The states reached by the first and second exchanges now weigh 19% of the ordered state instead of 1.6%, so the rate per vacancy rises only by about 3.0. Turning an α vacancy into a β vacancy and a distant B antisite costs only \(8x=0.48\) eV here, and at equilibrium about 90% of the vacancies would be on β.
- **Direct jumps.** A nickel atom may jump straight into a vacancy at distance \(a\) without making an antisite. With the same \(\nu\), six such jumps match the cycle rate when \(6\nu e^{-E/kT}=\Gamma\), at \(E=2.12\) eV. A lower barrier would make them more frequent than the cycles, and they move no aluminium.

The leading tunnelling correction to a jump rate, \((h\nu/kT)^2/24\) for a barrier curvature frequency \(\nu\), is 0.6% and can be ignored here.

## Variation 1: a vacancy on the B sublattice

Exchange the names A and B, and with them \(x\) and \(y\). Exchanges 1 to 3 still create the antisites, but now two A atoms change places and one B atom moves. The top saddle, measured from the ordered state with a β vacancy, is \(Q+(19y+12x)/2\).

Count six-exchange cycles only, let both kinds of vacancy be dilute and independent, and let \(\rho\) be the number of β-vacancy cycles divided by the number of α-vacancy cycles. Then

\[
\frac{D_B}{D_A}=\frac{1.975+0.983\rho}{0.983+1.975\rho}.
\]

This falls from 2.0 at \(\rho=0\) to 0.5 as \(\rho\to\infty\), passing through 1 at \(\rho=1\). For \(x=0.06\), \(y=0.14\) eV and equal vacancy numbers, the saddles differ by \(\tfrac72(y-x)=0.28\) eV. Hence \(\rho\approx e^{-0.28/0.112}=0.08\), or about 0.10 once the time the α vacancy spends in its first excited states is allowed for, and the ratio is about 1.8 either way. Equal numbers are an assumption: with these costs, equilibrium at stoichiometry would put over 90% of the vacancies on β.

## Variation 2: second-neighbour bonds

Let each unlike pair at distance \(a\) cost a further \(w=0.02\) eV. The ordered crystal has none. After exchange 2 the misplaced B and A atoms have 12 unlike second neighbours in a [110] cycle. In a [100] cycle there are 11, since the vacancy on \(s_2\) is then a second neighbour of \(s_0\).

After exchange 3 the counts are 17 for flat [110], 16 for flat [100] and 15 for bent [100]. They differ because the two misplaced B atoms may be second neighbours of each other, and the vacancy may be one of the misplaced A atom. The top saddle rises by \(w\) times the mean of the two counts:

\[
14.5w=0.29,\qquad 13.5w=0.27,\qquad 13w=0.26\ \text{eV},
\]

to 2.64, 2.62 and 2.61 eV. Weighting the routes by \(e^{-S_3/kT}\) favours the bent rings most, but their own B-to-A ratio is exactly 2, so they cannot move the mean away from 2. The bare ratio rises from 2.00 to 2.07 because the flat [100] rings (ratio 4) gain weight over the flat [110] rings (ratio 1). All cycles become slower, but the order in which antisites appear and vanish is unchanged, because it follows from parity and not from energy. The numerical output lists the main values.

## Values computed for the example and the checks

```
a = 0.29 nm, T = 1300 K, kT = 0.1120 eV
x = 0.10 eV, y = 0.10 eV, Q = 0.80 eV, nu = 10 THz
vacancies per A site = 0.001
six-exchange walks examined: 262144
order restored, vacancy home (retraced): 2192
order restored, vacancy moved: 96
same after 1 to 5 exchanges: 0
one flat [110] cycle, sites in a/2; level and saddle in eV
1: B (1, 1, 1)->(0, 0, 0) creates, antisites 1, level 0.70, saddle 1.15
2: A (2, 2, 0)->(1, 1, 1) creates, antisites 2, level 1.30, saddle 1.80
3: B (1, 1, -1)->(2, 2, 0) creates, antisites 3, level 1.80, saddle 2.35
4: B (0, 0, 0)->(1, 1, -1) removes, antisites 2, level 1.30, saddle 2.35
5: A (1, 1, 1)->(0, 0, 0) removes, antisites 1, level 0.70, saddle 1.80
6: B (2, 2, 0)->(1, 1, 1) removes, antisites 0, level 0.00, saddle 1.15
order parameter with 3 antisites, 1999 atoms: 0.9970
flat [110]: routes 24, A 2 a^2, B sum 2 a^2, flux share 0.2527
bent [100]: routes 48, A 1 a^2, B sum 2 a^2, flux share 0.4982
flat [100]: routes 24, A 1 a^2, B sum 4 a^2, flux share 0.2491
highest saddle = 2.350 eV
lowest off-ring third saddle = 2.400 eV
one isolated ring: rate equations 3.8495e+03, formula 3.8495e+03 1/s
all cycles of one vacancy = 3.6550e+05 1/s
network / (96 isolated rings) = 0.9890
bare R2: A 1.250, B 2.500 a^2; ratio 2.000
4-cell box R2, equation: A 1.0068, B 1.9871 a^2
4-cell box R2, simulation: A 1.0077, B 1.9883 a^2
large crystal R2: A 0.9833, B 1.9751 a^2
correlation factors: f_A = 0.787, f_B = 0.790
change of f between box extrapolations: 5.1e-05
D_A = 5.038e-14 cm2/s, D_B = 1.012e-13 cm2/s
D_B/D_A = 2.009
neglected effects:
bare B/A ratio with network flux weights = 1.994
x = 0.06 eV, y = 0.14 eV: highest saddle 2.210 eV, rate factor 3.49
second-neighbour unlike-pair cost 0.02 eV, highest saddles:
  flat [110] 2.640 eV, bent [100] 2.610 eV, flat [100] 2.620 eV
  bare B/A ratio then = 2.067
fourth antisite: saddle higher by 0.450 eV, Boltzmann factor 0.0180
distant antisite pair cost = 1.60 eV
thermal antisites per site = 7.92e-04
51 at.% A: chance of an antisite next to vacancy = 0.149
direct second-neighbour jumps match the cycles at barrier 2.119 eV
weight of one- and two-antisite states / ordered state = 0.0160
leading quantum correction to a jump rate = 0.0057
mean-field ordering temperature = 4642 K
```
